\section*{Electronic Thermal Conductivity of a Low-Resistivity Silicide from Wiedemann-Franz}

\section{Definitions and conventions}

A silicide layer in a transistor contact carries heat as well as current. Its electrical resistivity is $\rho$ and its conductivity is $\sigma=1/\rho$. The example uses round values,
\[
\rho=15\ \mu\Omega\,\mathrm{cm}=1.50\times10^{-7}\ \Omega\,\mathrm{m},\qquad T=300\ \mathrm{K}.
\]
The electronic thermal conductivity $\kappa_e$ is defined by $j_Q=-\kappa_e\,dT/ds$, where $j_Q$ is the heat current density of the electrons along the coordinate $s$, measured while no electric current flows. Heat carried by lattice vibrations is not part of $\kappa_e$.

The electron charge is $-e$ with $e>0$, and $k_B$ is Boltzmann's constant. Energies $E$ include the electrostatic energy, and $\mu$ is the electrochemical potential. With
\[
x=\frac{E-\mu}{k_BT},\qquad f(x)=\frac{1}{e^x+1},
\]
$f$ is the equilibrium occupation. The Lorenz number is $L=\kappa_e\rho/T$. Where a transport property depends on kinetic energy, $E$ and $\mu$ are counted from the local band bottom.

\section{Back-of-envelope estimate}

In a metal, the electrons that conduct lie mostly within a few $k_BT$ of $\mu$; for a scaling estimate, take the width as $k_BT$. Let a strength $\Sigma$ measure how easily they cross a thin slab. A voltage $\Delta V$ shifts $\mu$ by $e\Delta V$, so the particle flow is about $\Sigma e\Delta V$ and the electric current is about $\Sigma e^2\Delta V$.

A temperature difference $\Delta T$ instead changes the occupation by a fraction of order $\Delta T/T$ over an energy width $k_BT$. Above $\mu$ the hot side has more electrons; below $\mu$ it has fewer. Both changes carry heat from hot to cold, because $E-\mu$ changes sign too. Each electron carries heat of order $k_BT$, so
\[
\text{heat flow}\sim\Sigma\,(k_BT)\,\frac{\Delta T}{T}\,(k_BT)=\Sigma k_B^2T\,\Delta T .
\]
Dividing the thermal conductance by the electrical conductance and by $T$ removes $\Sigma$ and leaves $L\sim(k_B/e)^2$. Since $k_B/e=86.17\ \mu\mathrm{V/K}$,
\[
\kappa_e\sim\frac{(86.17\times10^{-6})^2\times300}{1.50\times10^{-7}}\approx15\ \mathrm{W/(m\,K)} .
\]
This fixes the scale but not the numerical coefficient. The derivation below gives the coefficient $\pi^2/3\approx3.29$, which raises the estimate to 49 W/(m K).

\section{Controlled derivation}

\subsection{Currents and the zero-current condition}

Assume that collisions restore equilibrium with a relaxation time $\tau(E)$ and conserve each electron's energy. In a steady state, the change of $f$ due to motion balances relaxation. To first order in the gradients, the deviation from equilibrium is
\[
\delta f=-\tau v_s\frac{\partial f}{\partial s},
\]
where $v_s$ is the velocity along $s$ and the derivative is taken at fixed total energy. In an isotropic metal the average of $v_s^2$ is $v^2/3$. With density of states $g(E)$, including spin, define
\[
\Sigma(E)=\tfrac13 g(E)v^2(E)\tau(E).
\]
Both $\mu$ and $T$ vary with position, so the chain rule gives
\[
\frac{\partial f}{\partial s}=\left(-\frac{\partial f}{\partial E}\right)
\left[\frac{d\mu}{ds}+\frac{E-\mu}{T}\frac{dT}{ds}\right].
\]
An electron carries heat $E-\mu$. With the moments
\[
M_n=\int\Sigma(E)(E-\mu)^n\left(-\frac{\partial f}{\partial E}\right)dE,
\]
the particle and heat currents are
\begin{align}
j_N&=-M_0\frac{d\mu}{ds}-\frac{M_1}{T}\frac{dT}{ds},\\
j_Q&=-M_1\frac{d\mu}{ds}-\frac{M_2}{T}\frac{dT}{ds}.
\end{align}

At uniform temperature and density, an electric field $\mathcal E$ gives $d\mu/ds=e\mathcal E$. The electric current is $-ej_N=e^2M_0\mathcal E$, hence $\sigma=e^2M_0$.

For thermal conduction, $j_N=0$ requires
\[
\frac{d\mu}{ds}=-\frac{M_1}{M_0T}\frac{dT}{ds}.
\]
Substitution into $j_Q$ gives
\[
\kappa_e=\frac1T\left(M_2-\frac{M_1^2}{M_0}\right),
\]
and division by $\sigma T$ gives
\begin{equation}
L=\frac{1}{e^2T^2}\left[\frac{M_2}{M_0}-\left(\frac{M_1}{M_0}\right)^2\right].
\label{eq:lorenz}
\end{equation}
The bracket is the variance of the energy of the conducting electrons. The Seebeck coefficient, defined by $S=(1/e)(d\mu/ds)/(dT/ds)$ at zero current, is $S=-M_1/(eTM_0)$. The subtracted term in $L$ is therefore $S^2$.

\subsection{The metallic coefficient}

If $\Sigma$ is nearly constant over a few $k_BT$ around $\mu$, it can be taken outside the integrals. Write $w(x)=-df/dx=f(1-f)$. This function is even and has unit area, so $M_1=0$ and
\[
L_0=\left(\frac{k_B}{e}\right)^2\int_{-\infty}^{\infty}x^2w\,dx .
\]
Evenness, integration by parts and the expansion of $f$ in powers of $e^{-x}$ give
\begin{align*}
\int_{-\infty}^{\infty}x^2w\,dx
&=2\int_0^\infty x^2w\,dx=4\int_0^\infty xf\,dx\\
&=4\sum_{m=1}^{\infty}(-1)^{m+1}\int_0^\infty xe^{-mx}dx
=4\sum_{m=1}^{\infty}\frac{(-1)^{m+1}}{m^2}.
\end{align*}
The sum with all signs positive is $\pi^2/6$. Making the even terms negative subtracts twice their sum, which is $2\times\frac14\times\pi^2/6=\pi^2/12$. The alternating sum is thus $\pi^2/12$, and the integral is $\pi^2/3$. Therefore
\begin{equation}
L_0=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2=2.443\times10^{-8}\ \mathrm{V^2/K^2},
\qquad \kappa_e=\frac{L_0T}{\rho}.
\end{equation}
For the silicide,
\[
\kappa_e=\frac{(2.443\times10^{-8})(300)}{1.50\times10^{-7}}
=48.86\ \mathrm{W/(m\,K)}\approx49\ \mathrm{W/(m\,K)}.
\]
The units agree because $\mathrm{V^2/\Omega}=\mathrm W$. Carrier density, mass and relaxation time have cancelled: their effect is already contained in $\rho$.

\section{How degenerate must the metal be?}

Let $\Sigma\propto E^p$ and $t=k_BT/\mu$. Near $\mu$,
\[
\frac{\Sigma}{\Sigma(\mu)}=1+ptx+\tfrac12p(p-1)t^2x^2+\cdots .
\]
The next moment follows by the same steps as before:
\[
\int x^4w\,dx=8\int_0^\infty x^3f\,dx
=48\sum_{m=1}^{\infty}\frac{(-1)^{m+1}}{m^4}=\frac{7\pi^4}{15},
\]
since the alternating sum is $(1-\frac18)\pi^4/90$. Through order $t^2$,
\begin{align*}
\frac{M_0}{\Sigma(\mu)}&=1+\frac{\pi^2}{6}p(p-1)t^2,\\
\frac{M_1}{\Sigma(\mu)k_BT}&=\frac{\pi^2}{3}pt,\\
\frac{M_2}{\Sigma(\mu)(k_BT)^2}&=\frac{\pi^2}{3}+\frac{7\pi^4}{30}p(p-1)t^2.
\end{align*}
In $M_2/M_0$, the coefficient of $p(p-1)t^2$ is $7\pi^4/30-\pi^4/18=8\pi^4/45$. Subtracting $(\pi^2pt/3)^2$ and dividing by $\pi^2/3$ gives
\[
\frac{L}{L_0}=1+\pi^2t^2\left[\frac{8p(p-1)}{15}-\frac{p^2}{3}\right].
\]

For free electrons $g\propto E^{1/2}$ and $v^2\propto E$, so a constant $\tau$ gives $p=3/2$. Taking $\mu=5$ eV and $k_BT=25.85$ meV gives $t=0.00517$ and $L/L_0-1\approx-9\times10^{-5}$. The corresponding Seebeck magnitude, $(\pi^2/3)(k_B/e)pt$, is 2.2 $\mu$V/K. A real band structure can give a larger value. At 10 $\mu$V/K the subtracted $S^2$ would still be only 0.4\% of $L_0$, although curvature of $\Sigma(E)$ near $\mu$ can also change $M_2/M_0$.

The opposite limit is a nondegenerate semiconductor, with $\mu$ many $k_BT$ below the band edge. Then $-\partial f/\partial E\propto e^{-E/k_BT}$. With $y=E/k_BT$ and weight $y^pe^{-y}$, repeated integration by parts gives $\langle y\rangle=p+1$ and $\langle y^2\rangle=(p+2)(p+1)$. The variance is $p+1$, so
\[
L=(p+1)\left(\frac{k_B}{e}\right)^2 .
\]
For $p=3/2$ this is $0.76L_0$; $p=1$ gives $0.61L_0$ and $p=3$ gives $1.22L_0$, so the deviation can have either sign. The coefficient $\pi^2/3$ belongs to the silicide, not to a lightly doped semiconductor. The silicon directly under a contact is heavily doped, with $\mu$ often only a few $k_BT$ from the band edge, so it lies between the two limits and needs the full expression~\eqref{eq:lorenz}.

\section{Energy exchange with phonons}

At room temperature, collisions with phonons can change an electron's energy by an amount comparable with $k_BT$. A simple model shows the size of the effect. Let all phonons have energy $\hbar\omega=zk_BT$, remain in equilibrium, and scatter electrons equally into all directions. Take the electronic density of states, speed and coupling as constant near $\mu$.

Let a gradient change the occupation by an amount proportional to the cosine of the electron's direction. The occupations of the neighbouring energy shells, averaged over directions, are then the equilibrium values $f_\pm=f(x\pm z)$. For phonon occupation $n=1/(e^z-1)$, the gain and loss rates of a state with occupation $F$ are proportional to
\begin{align*}
\text{gain}&:\ (1-F)[(n+1)f_++nf_-],\\
\text{loss}&:\ F[(n+1)(1-f_-)+n(1-f_+)].
\end{align*}
They balance at equilibrium. In gain minus loss, the coefficient of $-F$ is the relaxation rate,
\begin{equation}
r(x)=2n+1+f_+-f_-=\coth\frac z2+f(x+z)-f(x-z).
\end{equation}
It is even in $x$, so $M_1=0$ in this model. Since $\tau\propto1/r$, equation~\eqref{eq:lorenz} becomes
\[
\frac{L}{L_0}=\frac{3}{\pi^2}\,
\frac{\int x^2(w/r)\,dx}{\int(w/r)\,dx}.
\]

For small $z$, $\coth(z/2)\approx(2/z)(1+z^2/12)$ and $f_+-f_-\approx-2zw$. Hence
\[
\frac1r\approx\frac z2\left(1-\frac{z^2}{12}+z^2w\right).
\]
The constant correction cancels in $L$. To integrate $w^2$, use $w'=-(1-2f)w$. Differentiating again and using $(1-2f)^2=1-4w$ gives $w''=w-6w^2$, or $w^2=(w-w'')/6$. Two integrations by parts then yield
\[
\int w^2dx=\frac16,\qquad
\int x^2w^2dx=\frac16\left(\frac{\pi^2}{3}-2\right).
\]
Consequently,
\[
\frac{L}{L_0}\approx1+z^2\left[\frac{3}{\pi^2}\left(\frac{\pi^2}{18}-\frac13\right)-\frac16\right]
=1-\frac{z^2}{\pi^2}.
\]

A rough phonon energy of 30 meV gives $z=1.16$ at 300 K. The small-$z$ formula gives 0.864; numerical integration of the full ratio gives 0.878. The cause is visible in the rates: $r=1.39$ at $x=0$ but 1.79 at $x=3$. Electrons away from $\mu$, which carry more heat, relax faster. With $\rho$ held at 15 $\mu\Omega$\,cm, $\kappa_e$ falls to $0.878\times48.86=42.9$ W/(m K).

This is not a lower bound. The model gives no preference to small-angle collisions, which turn an electron's velocity little but still change its energy; they are expected to reduce $L$ further. In the other direction, elastic defect scattering adds a constant to $r$, makes its relative variation smaller, and brings $L$ nearer to $L_0$.

\section{Lattice heat and thin layers}

The total thermal conductivity also includes phonons. A phonon that has flown a distance $b$ at angle $\theta$ to the gradient carries an excess energy set by the temperature difference $-b\cos\theta\,dT/ds$. Its velocity along $s$ contributes a second $\cos\theta$. Averaging $\cos^2\theta$ to $1/3$ and $b$ to the mean free path $\ell_{\rm ph}$ gives
\[
\kappa_{\rm ph}=\tfrac13Cv_{\rm ph}\ell_{\rm ph}.
\]
Take rough values: $8\times10^{22}$ atoms/cm$^3$, a classical heat capacity $3k_B$ per atom and $v_{\rm ph}=5$ km/s. Then $C=3.31$ J/(cm$^3$ K), and $\ell_{\rm ph}=1$ nm gives 5.5 W/(m K). Paths of 0.5 and 2 nm give 2.8 and 11 W/(m K). The classical heat capacity is an overestimate here: the same density and speed imply a Debye energy of about 55 meV (640 K), for which the Debye heat capacity at 300 K is about 80\% of $3k_B$ per atom. The 1 nm value plus the reduced electronic part is $42.9+5.5=48.4$ W/(m K). Its closeness to 49 is an accident of the chosen path, not a confirmation.

A thin layer raises the resistivity through surface scattering. For free electrons, $\sigma=n_ee^2\tau/m$ and $\ell=v_F\tau$, so
\[
\ell=\frac{\hbar k_F}{n_ee^2\rho},\qquad n_e=\frac{k_F^3}{3\pi^2}.
\]
A Fermi energy of 5 eV gives $k_F=11.46$ nm$^{-1}$, $n_e=5.08\times10^{22}$ cm$^{-3}$ and $\ell=6.2$ nm.

Let $u$ be the magnitude of the direction cosine normal to a film of thickness $d$. If surfaces randomize direction, an electron at distance $y$ from the surface it left loses a fraction $e^{-y/(\ell u)}$ of its bulk contribution. Averaging this over depth gives $(\ell u/d)(1-e^{-d/(\ell u)})$. In-plane conduction weights directions by $1-u^2$, whose integral from 0 to 1 is $2/3$. Thus
\[
\frac{\sigma_{\rm film}}{\sigma}=1-\frac{3\ell}{2d}\int_0^1u(1-u^2)
\left(1-e^{-d/(\ell u)}\right)du
\approx1-\frac{3\ell}{8d}.
\]
The last form holds for $d$ well above $\ell$, where the exponential is small and the remaining integral is $1/4$. For $d=20$ nm it gives 0.884; numerical averaging over depth and direction gives 0.885. If 15 $\mu\Omega$\,cm is the bulk value, the film has $15/0.885=17.0$ $\mu\Omega$\,cm and $\kappa_e=43.2$ W/(m K). Here $\ell$ is taken as constant across the thermal window, so elastic surface scattering leaves $L_0$ unchanged. If 15 $\mu\Omega$\,cm was measured on the film itself, this correction must not be applied again. The result holds for flow along the film only. Flow across the layer, which also occurs in a contact, has a different size effect and meets interface resistances; neither is treated here.

\section{Comparison and use}

\begin{center}
\begin{tabular}{lr}
Estimate at 300 K & W/(m K)\\
\hline
Scaling, $L=(k_B/e)^2$ & 15\\
Wiedemann-Franz, $L=L_0$ & 49\\
Phonon-limited model, same $\rho$ & 43\\
20 nm film, in-plane, from bulk $\rho$, $L=L_0$ & 43
\end{tabular}
\end{center}
The last two rows change one assumption at a time and are not combined.

Low-resistivity contact silicides have resistivities of roughly 10--20 $\mu\Omega$\,cm, so the chosen value is typical. The 20 nm film is an example; contact layers in advanced transistors can be thinner. The free-electron band and the single phonon energy are simplifications, not fits to a particular silicide. Two assumptions to check in a device are elastic scattering and the use of a bulk resistivity for a thin layer. In these models, replacing either one lowers the estimate by about 12\%. The phonon value is for 30 meV, isotropic scattering and no defect scattering; the same model gives 6\% at 20 meV and 28\% at 50 meV. The film value is for in-plane flow and a thickness of 20 nm; a thinner film lowers it more. A reasonable statement is therefore ``about 49 W/(m K) from Wiedemann-Franz'', with an uncertainty well above the last digit.

At another temperature, $\rho$ must be re-evaluated. In the phonon model $\rho\propto1/\int(w/r)dx$. Keeping the phonon energy at 30 meV and scaling from 15 $\mu\Omega$\,cm at 300 K gives 21.1 $\mu\Omega$\,cm at 400 K, so $L_0T/\rho$ becomes 46.3 W/(m K). The fall occurs because $\rho$ grows faster than $T$: the small-$z$ expansion gives $\rho\propto T(1-z^2/12)$, and $z$ decreases on heating. At the same time $L/L_0$ rises to 0.928, giving $0.928\times46.3=43.0$ W/(m K), almost the same as the 42.9 W/(m K) found at 300 K. Within this model, the gain in $L/L_0$ nearly cancels the faster growth of resistivity. This scaling takes the whole resistivity to come from phonons. A real film also has a part from defects and surfaces that hardly changes with temperature. If that part is 20\% of the 300 K value, $\rho$ at 400 K is about 19.9 $\mu\Omega$\,cm and $L_0T/\rho$ stays near 49 W/(m K); a larger share makes it rise.

Numerical values quoted here were computed with a short program.
